# A nitrogen-calibrated ionization gauge under-reads hydrogen pressure

Send a thin beam of 100 eV electrons through two identical cells, one filled with nitrogen and the other with hydrogen, at the same pressure and temperature. The ideal-gas law gives both cells the same number of molecules per volume. Each electron therefore passes equally many molecules, but it does not make equally many ions. In the model used below, the ionization cross section is $2.707\times10^{-16}$ cm² for N₂ and $0.966\times10^{-16}$ cm² for H₂. The hydrogen cell yields $0.966/2.707=0.357$ times as many ions.

Now label the ion current in Torr, choosing the scale so that the nitrogen cell reads correctly. The hydrogen cell then displays 0.357 times its true pressure. Nothing is broken: the instrument has counted ions correctly and assumed the wrong molecule.

The belief to be examined is that a gauge marked in Torr reports pressure whatever gas is present. It has a sound root. Pressure is force per area, and an ideal gas at given density and temperature exerts the same pressure whatever its molecules are. A diaphragm gauge, which responds to force, inherits that indifference. A hot-cathode ionization gauge does not, because it measures ion production and infers pressure from it. If all ions are collected, the size of the error follows from the electrons' path and the two cross sections; in a real gauge ion collection enters as well. A correction of "about a factor of two" has the right direction, but the factor depends on the gauge.

## From ions to a pressure reading

Let an electron current $I_e$ cross a gas of number density $n$. On a path element $ds$ an electron of energy $T$ ionizes with probability $n\sigma(T)\,ds$, where $\sigma$ is the ionization cross section. If the total probability is small, the contributions add. If every ion is collected and each ionization yields one elementary charge (double ionization, which adds some charge in nitrogen, is left out), the ion current is

$$I_{\rm ion}=I_e\,n\int\sigma(T(s))\,ds .$$

With $n=P/(k\Theta)$, where $\Theta$ is the gas temperature, this becomes

$$I_{\rm ion}=S\,I_e\,P,\qquad S=\frac{1}{k\Theta}\int\sigma(T(s))\,ds .$$

The sensitivity $S$ has the unit of inverse pressure. A nitrogen-calibrated display divides by $S_{\rm N_2}I_e$. In pure hydrogen it shows

$$P_{\rm read}=\frac{S_{\rm H_2}I_eP_{\rm true}}{S_{\rm N_2}I_e}=rP_{\rm true},\qquad
r=\frac{\int\sigma_{\rm H_2}\,ds}{\int\sigma_{\rm N_2}\,ds}.$$

Emission current and temperature cancel if they are the same in both gases. The dependence on electron energy stays, because the two cross sections have different shapes.

## Where the cross sections come from

The binary-encounter-Bethe model joins close electron-electron collisions to distant, weak ones. In this section Hartree atomic units are used, so the electron's mass and charge and $\hbar$ equal one.

Take first a free target electron at rest. An electron of speed $v$ and energy $T=v^2/2$ approaches with impact parameter $b$. The relative motion has reduced mass $\mu=1/2$ and repulsive force $1/\rho^2$ at separation $\rho$. Let $\phi$ be the polar angle measured from the symmetry axis of the orbit. Angular momentum conservation gives $\rho^2|\dot\phi|=vb$. If the relative velocity turns through $\theta$, the momentum change along the axis is

$$2\mu v\sin\frac\theta2=\int\frac{\cos\phi}{\rho^2}\,dt
=\frac1{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\phi\,d\phi
=\frac{2\cos(\theta/2)}{vb}.$$

Since $\mu v^2=T$, this gives $\tan(\theta/2)=1/(bT)$. In the centre-of-mass frame the target has speed $v/2$ before and after, but its velocity has turned by $\theta$. Its velocity change, which is its final laboratory velocity, has magnitude $v\sin(\theta/2)$. The energy transferred is

$$E=T\sin^2\frac\theta2=\frac{T}{1+(bT)^2}.$$

For $T=3.0$ Hartree and $b=0.3$ bohr the formula gives 1.6575 Hartree; direct integration of the two electrons' motion gives 1.6572 Hartree.

A transfer larger than $E$ needs a smaller impact parameter, so its cross section is $\pi b^2=\pi/(TE)-\pi/T^2$. The magnitude of its derivative is

$$\frac{d\sigma}{dE}=\frac{\pi}{TE^2}.$$

For a bound electron with binding energy $B$ that leaves with kinetic energy $W$, the transfer is $E=W+B$. The other outgoing electron has energy $T-B-W$. The two are indistinguishable, so the exchanged process, with transfer $E'=T-W$, contributes too. Let the direct and exchange amplitudes be real and in phase, proportional to $f=1/E$ and $g=1/E'$. Random spins give one quarter singlet and three quarters triplet:

$$\tfrac14(f+g)^2+\tfrac34(f-g)^2=f^2+g^2-fg .$$

Equal phases are an approximation of the model.

A distant electron delivers a sideways impulse

$$q=\int_{-\infty}^{\infty}\frac{b\,dt}{(b^2+v^2t^2)^{3/2}}=\frac{2}{bv}.$$

To first order, a transition with dipole matrix element $x$ along the impulse has probability $q^2|x|^2$. Its oscillator strength is $2E|x|^2$, so the probability equals $q^2/(2E)$ times the oscillator strength. With $q^2/2=1/(b^2T)$, summing over impact parameters gives

$$\frac{d\sigma}{dE}=\frac{df}{dE}\int\frac{2\pi b\,db}{b^2TE}
=\frac{2\pi}{TE}\frac{df}{dE}\ln\frac{b_{\max}}{b_{\min}} .$$

Beyond $b_{\max}\sim v/E$ the force changes too slowly to excite the electron. Below $b_{\min}\sim1/\sqrt{2E}$ the collision is no longer distant. Thus $2\ln(b_{\max}/b_{\min})\approx\ln(4T/E)$, with the number inside the logarithm uncertain. The model replaces this logarithm by $\ln(T/B)$, which vanishes at threshold, and takes $df/dE=NB/E^2$ for an orbital holding $N$ electrons. This distribution integrates to $N$ from $E=B$ to infinity, so the model assigns all oscillator strength to ionization. In reality a large share goes to bound excited states; in the hydrogen atom only 0.435 of the total of one lies in the continuum. The distant term is then $\pi NB\ln(T/B)/(TE^3)$, to which the exchanged term in $E'$ is added.

One more model step replaces the prefactor $1/T$ by $1/(T+U+B)$, where $U$ is the orbital's mean kinetic energy. It represents the speeding-up of the incident electron near the target, and is not derived from first principles. Altogether,

$$\frac{d\sigma}{dW}=\frac{\pi N}{T+U+B}\left[\frac1{E^2}+\frac1{E'^2}-\frac1{EE'}
+B\ln\frac TB\left(\frac1{E^3}+\frac1{E'^3}\right)\right].$$

To count each pair of outgoing electrons once, let $W$ be the smaller energy, from 0 to $(T-B)/2$. Then $E$ covers $B$ to $(T+B)/2$, and $E'$ covers $(T+B)/2$ to $T$. Together they cover $B$ to $T$ once. Because $E+E'=T+B$,

$$\frac1{EE'}=\frac1{T+B}\left(\frac1E+\frac1{E'}\right).$$

The inverse-square terms therefore integrate to $1/B-1/T$, the interference term to $-\ln(T/B)/(T+B)$, and the inverse-cube terms to $\frac12(1/B^2-1/T^2)$. With $t=T/B$ and $u=U/B$, taking $1/B$ out of the bracket and $B$ out of the denominator gives

$$\sigma=\frac{\pi N}{B^2(t+u+1)}\left[\frac{\ln t}{2}\left(1-\frac1{t^2}\right)
+1-\frac1t-\frac{\ln t}{t+1}\right].$$

Near threshold, with $t=1+\varepsilon$, the bracket is $\varepsilon/2$ to first order: ionization starts linearly from zero. At large $t$ the cross section falls as $\ln t/t$, because a fast electron spends little time near each molecule. Between these limits lies a maximum, and its position differs between the gases.

## Why hydrogen is neither equal nor one fifth

The orbital data use fixed bond lengths of 0.74 Å for H₂ and 1.10 Å for N₂ and the cc-pVTZ basis. Kinetic energies come from Hartree-Fock orbitals. The outer N₂ binding energies come from equation-of-motion coupled cluster with single and double excitations (EOM-IP-CCSD), and the inner valence one from the Hartree-Fock orbital energy. For H₂, the threshold is the energy of the relaxed ion minus the coupled-cluster energy of the molecule. Zero-point motion and the remaining basis error are left out. Adding diffuse functions (aug-cc-pVTZ) moves the H₂ energies by 0.01 eV and its cross section at 100 eV from 0.966 to 0.965 in units of $10^{-16}$ cm². The larger cc-pVQZ basis raises the H₂ threshold by 0.03 eV and lowers that cross section to 0.962, while the threshold of 15.43 eV that includes zero-point motion raises it to 0.974. For N₂, second-order estimates suggest that diffuse functions raise the valence binding energies by a few hundredths of an eV and lower the cross section at 100 eV from 2.707 to 2.69–2.70, while cc-pVQZ raises the outer ones by about 0.1 eV and lowers it to about 2.68. The choice of binding energies matters more: taking about 21 eV, the Koopmans-type value, for the fourth N₂ pair instead of 18.84 eV gives 2.62 and moves the gauge ratio found below from 0.350 to 0.362. The last digits shown below are therefore not significant.

One might blame a higher ionization threshold in hydrogen. The computed lowest values give it little support: 15.51 eV for H₂, with the ion relaxed, and 15.56 eV for N₂, at fixed bond length. Even the fixed-length value for H₂, 16.41 eV, lowers the ratio for the gauge treated below only from 0.350 to 0.319. One might instead count valence electrons, two against ten, and expect a ratio of 0.2. That goes too far the other way.

The contributions at 100 eV show why. The five valence pairs of N₂ give, in units of $10^{-16}$ cm²,

$$0.736+0.671+0.671+0.516+0.113=2.707 .$$

The single H₂ pair gives 0.966, which is 1.313 times the outermost N₂ pair. Their binding energies nearly agree, but their kinetic energies are 15.29 and 55.38 eV. If the N₂ pair is given hydrogen's $U$ with its own $B$ kept, the ratio becomes 1.005. Within this model, then, the kinetic-energy term explains the advantage of the hydrogen pair over the outermost nitrogen pair. The other nitrogen pairs are more tightly bound and contribute less still. Hydrogen therefore does better than one fifth, but one good pair does not match five.

The ratio also changes with energy. It is 0.434 at 50 eV, 0.357 at 100 eV and 0.328 at 150 eV. Part of the fall can be read from the denominator $T+U+B$. Between 50 and 150 eV it grows by $180.8/80.8=2.24$ for H₂, but by only $220.9/120.9=1.83$ for the outermost N₂ pair. With nearly equal $B$, the brackets of these two pairs nearly cancel, so their ratio falls by the factor $1.83/2.24=0.82$. The full ratio falls by $0.328/0.434=0.76$; the rest comes from the more tightly bound nitrogen pairs, which lie closer to threshold and gain more as the energy rises. No single correction factor can therefore serve all electron energies.

## The electron path in a gauge

Consider a cylindrical gauge with a thin collector wire of radius $r_c=0.1$ mm inside a grid of radius $r_g=10$ mm. The collector is at 0 V, the grid at $V_g=180$ V and the filament, outside the grid, at $V_f=30$ V. Neglecting space charge and end effects, the potential obeys $(rV')'=0$. Integrating twice and matching the two electrode voltages gives

$$V(r)=V_g\frac{\ln(r/r_c)}{\ln(r_g/r_c)} .$$

An electron leaving the filament at rest has energy $e[V(r)-V_f]$. Since $\ln(r/r_c)=\ln(r_g/r_c)-\ln(r_g/r)$, this is

$$T(r)=150\ {\rm eV}-180\ {\rm eV}\,\frac{\ln(r_g/r)}{\ln 100}.$$

A radially moving electron stops where $\ln(r_g/r)=(150/180)\ln100=3.838$, at $r_t=0.215$ mm. It then returns. The collector repels it, but attracts the positive ions.

The mean energy along the path follows from $\int\ln(r_g/r)\,dr=r\ln(r_g/r)+r$. Between $r_t$ and $r_g$, the mean logarithm is

$$1-\frac{r_t\ln(r_g/r_t)}{r_g-r_t}
=1-\frac{0.215\times3.838}{9.785}=0.916 .$$

The mean energy is thus $150-180\times0.916/4.605=114.2$ eV. Most of the path lies at high energy because the steep part of the potential occupies little radius.

For one inward and outward passage, the cross sections integrated along the path are $17.499$ for hydrogen and $49.939$ for nitrogen, in units of $10^{-16}$ cm² mm. Hence

$$r=\frac{17.499}{49.939}=0.350,\qquad \frac1r=2.85 .$$

At 300 K the corresponding sensitivities are 5.6 and 16.1 per Torr. Repeating the same passage several times would multiply both and leave $r$ unchanged. In this gauge the display is nearer one third than one half of the true hydrogen pressure.

## A hydrogen-cleaning chamber

Suppose this gauge serves a test chamber in which hydrogen cleans optics for extreme-ultraviolet lithography. Before hydrogen is admitted it displays $2.0\times10^{-7}$ Torr; afterwards it displays $1.00\times10^{-5}$ Torr. The emission is 1.0 mA, so the ion current at the second reading is 161 nA.

Let the background respond like nitrogen and remain unchanged. Ion currents from a thin mixture add, so

$$P_{\rm read}=P_{\rm background}+rP_{\rm H_2}.$$

The background must be subtracted before the correction is applied:

$$P_{\rm H_2}=\frac{1.00\times10^{-5}-2.0\times10^{-7}}{0.350}\ {\rm Torr}
=2.80\times10^{-5}\ {\rm Torr}.$$

This is $3.73\times10^{-3}$ Pa. The total pressure is $2.82\times10^{-5}$ Torr. Dividing the whole display by $r$ would give $2.85\times10^{-5}$ Torr, because it would treat the background as hydrogen. Here that second mistake is small; it grows as the background share grows.

For surface chemistry the arrival rate matters. Let $m$ be the molecular mass. In a Maxwell distribution, the mean inward velocity component, counting outward-moving molecules as zero, is

$$\int_0^\infty v\sqrt{\frac{m}{2\pi k\Theta}}\,e^{-mv^2/(2k\Theta)}\,dv
=\sqrt{\frac{k\Theta}{2\pi m}} .$$

Multiplication by $n=P/(k\Theta)$ gives the rate per area, $P/\sqrt{2\pi mk\Theta}$. The corrected rate is $4.0\times10^{16}$ molecules per cm² per second. Using the uncorrected hydrogen reading gives $1.4\times10^{16}$. An exposure timed from the uncorrected value would deliver 2.85 times the intended number of arriving molecules. Whether it removes 2.85 times as much contamination depends on the surface reaction, which the gauge does not determine.

## How far to trust the factor

Real hot-cathode gauges have sensitivities of roughly 10 per Torr and hydrogen factors of roughly 0.4 to 0.5. The modelled nitrogen sensitivity is of that order, but its $r=0.350$ is low. If $r$ were one half, the hydrogen pressure in the example would be $1.96\times10^{-5}$ Torr instead of $2.80\times10^{-5}$ Torr. The number 0.350 should therefore not replace a measured factor for a particular gauge.

Several assumptions can be varied. With filament and collector voltages held fixed, changing the grid voltage so that electrons enter at 100 or 200 eV gives $r=0.385$ or $0.331$. At 150 eV, entry at 30 degrees to the radius gives 0.334: angular momentum turns the electron back before it reaches the slowest part of the radial path. Using the H₂ binding energy at fixed bond length, 16.41 eV, gives 0.319. These last two changes move away from the rough real range. The radial path lies near the upper end over entry angles: a cosine-weighted average over angles in the plane gives $r=0.337$ and a nitrogen sensitivity of about 12 per Torr.

The cross-section model is another possible source. As an illustration, opposite 10% errors in the two cross sections span $r=0.287$ to $0.428$. The actual errors are not opposite, however. Measured total cross sections at 100 eV are about 0.92 for H₂ and 2.5 for N₂, in units of $10^{-16}$ cm², both somewhat below the model, and measured curves give $r\approx0.36$ along the same path. The cross-section model thus explains little of the difference. Ion collection can matter more. An ion born at radius $r$ with tangential and radial kinetic energies $E_t$ and $E_r$ keeps its angular momentum, so it reaches the wire only if $E_t(r/r_c)^2\le E_t+E_r+eV(r)$; near the grid this requires $E_t$ below about 0.018 eV. Without collisions or end effects, about 93% of thermal ions born along the radial electron path reach the wire, but only 33% of ions born with 1 eV and 20% of those born with 3 eV; for the cosine-weighted entry, which makes ions closer to the grid, the shares are 89%, 22% and 12%. If fast fragment ions make up roughly 8% of the hydrogen ions and 25% of the nitrogen ions, this loss alone raises the radial-path $r$ to 0.40–0.41 when the fragments carry 1 to 3 eV. Real electrons may also follow slower or more complicated paths. Which of these causes dominates is not settled here.

Other effects are smaller in the example. There are $1.6\times10^{-4}$ ionizations per electron, so beam attenuation is negligible. For a cage 40 mm long and one passage, the electron charge per length divided by $2\pi\varepsilon_0$ is 1.5 V, and with the electrode voltages fixed the largest shift of the potential is about 0.7 V. Both are small beside the 150 V that accelerates the electrons. If the filament split 1% of the H₂ into atoms, with the number of nuclei held fixed, the hydrogen signal would rise by 0.25%; with the flow of nuclei held fixed instead, the atoms leave $\sqrt2$ times faster at the same temperature and the signal would fall by about 0.1%. An assumed X-ray background equivalent to $10^{-10}$ Torr is $10^{-5}$ of the display.

Gauge heating needs more care. In molecular flow between a 300 K chamber and a 340 K gauge, equal fluxes require equal $n\sqrt\Theta$. The gauge density is then 6.1% below the chamber density. This factor is common to both gases and cancels if calibration and use have the same temperatures; otherwise it adds an error set by the temperature difference, for example 1.5% if a gauge calibrated at 340 K runs at 330 K on the same chamber.

The linear law also has an upper limit. At 0.03 Torr of hydrogen, a rough scanner-like pressure, it predicts 0.169 ionizations per electron. Repeated ionization alone would not spoil the law: if electrons lost no energy, their mean number of ionizations would still be 0.169. A fraction $1-e^{-0.169}=0.155$ of them would ionize at least once and continue with less energy. In this model, for one radial passage, that loss changes the hydrogen yield by 0.1% or less, and ionization by the secondary electrons adds about 3%. The ions themselves disturb the field: they are far slower than the electrons, and at 1.0 mA emission in the 40 mm cage their space charge shifts the potential by about 6 V and lowers the field at the grid by about 20%. Electron scattering and ion-molecule collisions, not modelled here, can add further departures. Dividing by $r$ cannot repair a reading taken where ion current is no longer proportional to pressure; a gauge that responds to force is the better choice there. If its diaphragm is heated, it has a smaller error of its own: at 0.03 Torr the hydrogen mean free path is about 3 mm, comparable to the connecting tube, and thermal transpiration makes a 318 K sensor on a 295 K chamber read high by up to $\sqrt{318/295}-1=3.8\%$, by an amount that depends on the gas.

In the thin-gas regime the correction is simple to apply: subtract a known background, provided it does not change when hydrogen meets the hot filament, then divide the hydrogen part by the factor measured for that gauge at its operating voltages.

## Calculated quantities

```
Bond lengths H2, N2: 0.74, 1.10 angstrom
H2 threshold B: 15.51 eV; U: 15.29 eV
H2 vertical B: 16.41 eV
N2 pair 1: B 15.56 eV, U 55.38 eV, sigma(100 eV) 0.736e-16 cm2
N2 pair 2: B 17.16 eV, U 44.07 eV, sigma(100 eV) 0.671e-16 cm2
N2 pair 3: B 17.16 eV, U 44.07 eV, sigma(100 eV) 0.671e-16 cm2
N2 pair 4: B 18.84 eV, U 62.48 eV, sigma(100 eV) 0.516e-16 cm2
N2 pair 5: B 39.94 eV, U 69.41 eV, sigma(100 eV) 0.113e-16 cm2
Collision test: T 3.0 Ha, b 0.3 bohr
Energy transfer, motion: 1.6572 Ha
Energy transfer, formula: 1.6575 Ha
At 50 eV: H2 0.978, N2 2.255 e-16 cm2; ratio 0.434
At 100 eV: H2 0.966, N2 2.707 e-16 cm2; ratio 0.357
At 150 eV: H2 0.839, N2 2.562 e-16 cm2; ratio 0.328
H2 pair / outer N2 pair at 100 eV: 1.313
Same pair ratio after U replacement: 1.005
Grid, collector radii: 10.0, 0.1 mm
Grid, filament, collector: 180, 30, 0 V
Entry energy: 150 eV; path mean: 114.2 eV
Turning radius: 0.215 mm; gas temperature: 300 K
Path integral H2: 17.499e-16 cm2 mm
Path integral N2: 49.939e-16 cm2 mm
Sensitivity H2, N2: 5.633, 16.075 per Torr
Reading / true pressure r: 0.350
True pressure / reading 1/r: 2.854
Display, background: 1.00e-05, 2.00e-07 Torr
Emission: 1.0 mA; ions: 160.7 nA
Corrected H2 pressure: 2.797e-05 Torr
Corrected H2 pressure: 3.729e-03 Pa
Corrected total pressure: 2.817e-05 Torr
Whole display divided by r: 2.854e-05 Torr
H2 arrival, corrected: 3.995e+16 per cm2 s
H2 arrival, uncorrected: 1.400e+16 per cm2 s
r for 30 degree entry: 0.334
r for 100, 200 eV entry: 0.385, 0.331
r with vertical H2 binding: 0.319
r with opposite 10% sigma errors: 0.287 to 0.428
Ionizations per electron in example: 1.61e-04
Space-charge voltage, 40 mm cage: 1.50 V
Signal change, 1% H2 dissociated: 0.25 %
Density change, 340 K gauge: -6.1 %
X-ray limit assumed: 1.0e-10 Torr; share of display: 1.0e-05
At 0.03 Torr H2, linear ions per electron: 0.169
```
